# Causality and decay fix the sign of the refractive index

The equation $n^2=\varepsilon\mu$ has two roots, and it is tempting to regard the choice between them as a convention, with the positive root as the natural one. It is not a convention. In a passive medium, with fields varying as $e^{-i\omega t}$ and $\omega>0$, the wave that travels from a surface into a half-space has the index

$$n=\sqrt{\varepsilon}\,\sqrt{\mu},\qquad \operatorname{Im} n>0,$$

where each square root is the principal one. If $\operatorname{Re}\varepsilon$ and $\operatorname{Re}\mu$ are both negative, then $\operatorname{Re} n$ is negative. The other root gives, for the example below, a passive surface that reflects fifteen times the power it receives.

## The two waves

The medium is linear, isotropic and local, and the wave travels along $z$ with $E$ along $x$ and $H$ along $y$. Units are Hartree atomic units with Gaussian fields, so $D=\varepsilon E$, $B=\mu H$ and $c\approx137.04$. Maxwell's curl equations reduce to

$$\partial_z E=-\frac1c\,\partial_t B,\qquad \partial_z H=-\frac1c\,\partial_t D .$$

The time factor turns $\partial_t$ into $-i\omega$. With $k_0=\omega/c$,

$$E'=ik_0\mu H,\qquad H'=ik_0\varepsilon E. \tag{1}$$

Differentiating the first equation and inserting the second gives $E''=-k_0^2\varepsilon\mu E$. The trial solution $E=Ae^{ink_0z}$ then requires $n^2=\varepsilon\mu$, and the first equation gives

$$\frac HE=\frac{E'}{ik_0\mu E}=\frac n\mu. \tag{2}$$

Both roots are solutions of (1). They describe two different waves, and the question is which of them a source at $z\le0$ produces in a medium filling $z>0$.

The time-averaged energy flux is $S=(c/8\pi)\operatorname{Re}(EH^*)$. From (1),

$$\frac{dS}{dz}=\frac{c}{8\pi}\operatorname{Re}\left(ik_0\mu|H|^2-ik_0\varepsilon^*|E|^2\right)
=-\frac{\omega}{8\pi}\left(\operatorname{Im}\varepsilon\,|E|^2+\operatorname{Im}\mu\,|H|^2\right). \tag{3}$$

Here "passive" means $\operatorname{Im}\varepsilon>0$ and $\operatorname{Im}\mu>0$, so that the medium absorbs energy from both fields.

## The counter-example

Take one electric and one magnetic Lorentz resonance,

$$\varepsilon=1+\frac{p_e^2}{\omega_e^2-\omega^2-i\gamma\omega},\qquad
\mu=1+\frac{p_m^2}{\omega_m^2-\omega^2-i\gamma\omega},$$

with the round model values (chosen for illustration, not those of any particular material) $\omega_e=0.010$, $p_e=0.020$, $\omega_m=p_m=0.012$ and $\gamma=0.0004$, all in hartree/$\hbar$. At $\omega=0.015$ (a photon energy of 0.408 eV),

$$\varepsilon=1+\frac{4\times10^{-4}}{(-1.25-0.06i)\times10^{-4}}=-2.1926+0.1532i,$$

$$\mu=1+\frac{1.44\times10^{-4}}{(-0.81-0.06i)\times10^{-4}}=-0.7681+0.1310i.$$

The real part of the product is $(2.1926)(0.7681)-(0.1532)(0.1310)=1.664$. The imaginary part is $-(2.1926)(0.1310)-(0.1532)(0.7681)=-0.405$. Thus $\varepsilon\mu=1.664-0.405i$. The real part of the product is positive, but the imaginary part is negative, and this detail decides the matter. Since

$$\operatorname{Im}n^2=2\operatorname{Re}n\,\operatorname{Im}n=-0.405,$$

the real and imaginary parts of $n$ have opposite signs. The roots are

$$n=-1.2994+0.1558i\qquad\text{and}\qquad -n=1.2994-0.1558i,$$

as squaring confirms: $1.2994^2-0.1558^2=1.664$ and $2(1.2994)(0.1558)=0.405$.

The field amplitude varies as $e^{-\operatorname{Im}n\,k_0z}$. The root with positive real part therefore grows without limit away from the surface. The root with negative real part decays, and its intensity falls by a factor $e$ over

$$\frac{1}{2k_0\operatorname{Im}n}=\frac{1}{2(1.0946\times10^{-4})(0.1558)}\approx2.93\times10^4\ \text{bohr}\approx1.55\ \mu\text{m}.$$

One might try to keep the decay and also a positive real part, by writing $1.2994+0.1558i$. The square of this number is $1.664+0.405i$, which is $(\varepsilon\mu)^*$ and not $\varepsilon\mu$. It is no solution of Maxwell's equations in this medium. There is no third choice.

**Energy.** For the decaying root, $n/\mu=1.678+0.083i$. Its real part is positive, so by (2) the flux $S=(c/8\pi)|E|^2\operatorname{Re}(n/\mu)$ points away from the surface. The phase $\operatorname{Re}n\,k_0z-\omega t$ moves towards the surface. For the other root the flux is reversed: energy would arrive from infinite depth, where there is no source.

**Reflectance.** Let a wave of unit amplitude fall from vacuum. At $z=0$ the incident and reflected waves give $E=1+r$ and $H=1-r$, because the reflected wave travels backwards and its $H$ has the opposite sign. Both fields are continuous, so (2) gives $1-r=(n/\mu)(1+r)$, and

$$r=\frac{1-n/\mu}{1+n/\mu}=\frac{\mu-n}{\mu+n}. \tag{4}$$

With the decaying root,

$$r=\frac{-0.678-0.083i}{2.678+0.083i}=-0.254-0.023i,\qquad R=|r|^2=0.065.$$

Replacing $n$ by $-n$ in (4) turns $r$ into $1/r$, so the other root gives $R=15.4$. The excess $R-1=14.4$ over the incident power is the energy arriving from depth, now leaving through the surface. A negative index must also be used with the right formula. The expression $(1-n)/(1+n)$ follows from (4) only for $\mu=1$; with the correct $n$ of this medium it gives $R\approx47$.

## The general statement

For a passive medium at a real frequency $\omega>0$:

1. The wave sent into a half-space has $n=\sqrt\varepsilon\sqrt\mu$ with principal roots, and this is the root with $\operatorname{Im}n>0$.
2. Its real part is negative if and only if
$$\frac{\operatorname{Re}\varepsilon}{|\varepsilon|}+\frac{\operatorname{Re}\mu}{|\mu|}<0. \tag{5}$$
3. Its energy flux points away from the surface, whatever the sign of $\operatorname{Re}n$.

Two negative real parts satisfy (5) at once, but they are not necessary.

### Proof from decay

Write $\varepsilon=|\varepsilon|e^{ia}$ and $\mu=|\mu|e^{ib}$. Passivity means $0<a<\pi$ and $0<b<\pi$. The principal roots have phases $a/2$ and $b/2$, so

$$\sqrt\varepsilon\sqrt\mu=\sqrt{|\varepsilon||\mu|}\;e^{i(a+b)/2},\qquad 0<\frac{a+b}2<\pi .$$

Its imaginary part is positive, and that of the other root is negative. A source on one side cannot produce a field that grows without limit in an absorbing half-space, so the first root is the physical one.

The real part is negative when $(a+b)/2>\pi/2$, that is, when $\cos\frac{a+b}2<0$. Now

$$\cos a+\cos b=2\cos\frac{a+b}2\,\cos\frac{a-b}2 ,$$

and the last factor is positive because $|a-b|/2<\pi/2$. Hence $\operatorname{Re}n$ has the sign of $\cos a+\cos b$, which is the left side of (5).

Finally, $n/\mu=\sqrt{|\varepsilon|/|\mu|}\,e^{i(a-b)/2}$. The same bound on $a-b$ gives $\operatorname{Re}(n/\mu)>0$, so the flux is outward. This agrees with (3): the flux falls with depth and vanishes at infinity, so it must be positive at the surface.

In the example, $a=176.00^\circ$ and $b=170.32^\circ$, and $n$ has the phase $173.16^\circ$. As the losses vanish with both real parts negative, $a$ and $b$ tend to $\pi$ from below and

$$n\to\sqrt{|\varepsilon||\mu|}\,e^{i\pi}=-\sqrt{|\varepsilon||\mu|}.$$

The combined root $\sqrt{\varepsilon\mu}$, taken as principal, fails because the phase $a+b$ of the product has passed $\pi$. The principal root reads that phase as $a+b-2\pi$, and half of the lost $2\pi$ is a factor $-1$.

The frequency scan of the model shows how far (5) reaches. Both real parts are negative from 0.0120 to 0.0170 hartree/$\hbar$, while $\operatorname{Re}n<0$ from 0.0111 to 0.0188. At 0.0175, for instance, $\varepsilon=-0.937+0.066i$ and $\mu=0.114+0.038i$, so $\operatorname{Re}\mu$ is positive, and yet $n=-0.042+0.334i$. At this frequency the wave is mostly evanescent: the imaginary part is about eight times the real part in size.

### Proof from causality

Decay selects the root at each frequency separately. Causality selects it for all frequencies together, and the two selections must be shown to agree. For the Lorentz model,

$$\varepsilon=\frac{\omega^2+i\gamma\omega-\omega_e^2-p_e^2}{\omega^2+i\gamma\omega-\omega_e^2},$$

and $\mu$ has the same form. Zeros and poles solve $\omega^2+i\gamma\omega-s=0$ with $s>\gamma^2/4$ here, so $\omega=-i\gamma/2\pm\sqrt{s-\gamma^2/4}$. All of them lie below the real axis. In the upper half-plane $\varepsilon\mu$ is therefore analytic and has no zeros. It has an analytic square root there, unique up to one overall sign. Since $\varepsilon\mu\to1$ at high frequency, this root tends to $+1$ or to $-1$.

Let the field at $z=0$ be zero before $t=0$, with spectrum $F(\omega)$. At depth $z$,

$$E(z,t)=\int\frac{d\omega}{2\pi}\,F(\omega)\,e^{-i\omega t+i\omega n(\omega)z/c}.$$

Because the source starts at $t=0$, $F$ is analytic in the upper half-plane, and it decays at large $|\omega|$. If $n\to+1$, the exponential behaves at large $|\omega|$ as $e^{-i\omega(t-z/c)}$. For $t<z/c$ this decays in the upper half-plane, the contour can be closed there, and the integral vanishes: no signal arrives before light in vacuum would. If $n\to-1$, the front is at $t=-z/c$, and the field at depth $z$ would start before the source is switched on. Causality requires $n\to+1$.

This is the decaying root. For real $\omega>0$ both $\varepsilon$ and $\mu$ stay in the upper half of the complex plane, where the principal root is continuous. So $\sqrt\varepsilon\sqrt\mu$ is continuous in $\omega$ and tends to $+1$ at high frequency. Two continuous roots of a function without zeros that agree at one end of the axis agree along all of it. Following the root numerically from high frequency down to $\omega=0.015$ indeed leads to $-1.2994+0.1558i$.

Causality also ties $\operatorname{Re}n$ to $\kappa=\operatorname{Im}n$. The function $(n(x)-1)/(x-\omega)$ is analytic in the upper half-plane and falls off fast enough for the large arc to contribute nothing. Passing above the pole at $x=\omega$ gives $-i\pi(n(\omega)-1)$, so

$$P\!\int_{-\infty}^{\infty}\frac{n(x)-1}{x-\omega}\,dx=i\pi\,[n(\omega)-1].$$

Taking imaginary parts gives $\operatorname{Re}n(\omega)-1=\frac1\pi P\!\int\frac{\kappa(x)}{x-\omega}dx$. Since $\varepsilon(-x)=\varepsilon(x)^*$ and likewise for $\mu$, both $n(-x)$ and $n(x)^*$ are continuous roots of $(\varepsilon\mu)^*$, which has no zeros on the real axis; both tend to $+1$ at large $|x|$, so $n(-x)=n(x)^*$ and $\kappa$ is odd. The negative half of the axis then contributes $\int_0^\infty\kappa(x)/(x+\omega)\,dx$, and adding the two halves yields

$$\operatorname{Re}n(\omega)=1+\frac2\pi\,P\!\int_0^\infty\frac{x\,\kappa(x)}{x^2-\omega^2}\,dx. \tag{6}$$

The right side contains only the positive quantity $\kappa$, which is the size of the imaginary part of either root. No sign is left to choose, and at $\omega=0.015$ the integral gives $\operatorname{Re}n=-1.2994$.

## Where the sign does drop out

A slab of finite thickness $d$ with vacuum on both sides contains both waves, $E=Ae^{ink_0z}+Be^{-ink_0z}$. Replacing $n$ by $-n$ exchanges the names $A$ and $B$ and changes nothing outside. To see this in the formula, let $Y=n/\mu$ and $q=e^{2ink_0d}$. In the vacuum behind the slab $E=H$, so at $z=d$

$$A+Bq^{-1}=Y(A-Bq^{-1})\quad\Rightarrow\quad B=qA\,\frac{Y-1}{Y+1}=-rqA,$$

with $r$ from (4). At $z=0$, $1+r_s=A+B$ and $1-r_s=Y(A-B)$. Dividing, and using $Y=(1-r)/(1+r)$,

$$\frac{1-r_s}{1+r_s}=\frac{(1-r)(1+rq)}{(1+r)(1-rq)} .$$

Solving for $r_s$, the difference of denominator and numerator is $2r(1-q)$ and their sum is $2(1-r^2q)$. Hence

$$r_s=\frac{r(1-q)}{1-r^2q}. \tag{7}$$

Under $n\to-n$ we have $r\to1/r$ and $q\to1/q$, and

$$\frac{r^{-1}(1-q^{-1})}{1-r^{-2}q^{-1}}=\frac{r(q-1)}{r^2q-1}=r_s .$$

So the reflectance of a slab alone cannot distinguish the two roots. The half-space can, and it is the limit of a thick absorbing slab. For the decaying root $|q|=e^{-2\operatorname{Im}n\,k_0d}\to0$, and (7) tends to $r$. Integrating (1) through the slab, with no square root taken, gives $R=0.172$, $0.100$, $0.069$ and $0.065$ for $d=10^4$, $3\times10^4$, $10^5$ and $10^6$ bohr. The last value is that of the decaying root. The field inside the thickest slab, obtained in the same way, advances with the index $-1.2994+0.1558i$. Maxwell's equations and the absence of a source behind the slab have made the choice.

## Without loss

If $\varepsilon$ and $\mu$ are real and of opposite sign, $n$ is imaginary and decay still selects the root. If they are real and of the same sign, $n$ is real, neither wave decays, and $|q|=1$. For $\varepsilon\ne\mu$ the slab amplitude (7) then keeps oscillating with $d$ and has no thick-slab limit; for $\varepsilon=\mu$ it is zero at every thickness. The sign is still fixed, because a real source was once switched on. Let it grow slowly as $e^{\eta t}$, which replaces $\omega$ by $\omega+i\eta$. To first order in $\eta$, the exponent $i\omega nz/c$ changes by

$$\frac{iz}{c}\,(i\eta)\,\frac{d(\omega n)}{d\omega}=-\eta\,\frac{n_gz}{c},\qquad n_g=\frac{d(\omega n)}{d\omega}.$$

The envelope is $e^{\eta(t-n_gz/c)}$: at depth $z$ it repeats the source with a delay $n_gz/c$. In a transparent range, where $n_g$ is real and the envelope keeps its shape, a signal that follows its source needs $n_g>0$. Differentiating $(\omega n)^2=(\omega\varepsilon)(\omega\mu)$ gives $2n\,n_g=\mu\,d(\omega\varepsilon)/d\omega+\varepsilon\,d(\omega\mu)/d\omega$. Positive stored energy requires both derivatives to be positive, so $n$ takes the common sign of $\varepsilon$ and $\mu$. Constant negative $\varepsilon$ and $\mu$ violate this condition and are not admissible. Where absorption is strong, $\operatorname{Re}n_g$ can be negative for the correct root, and the rule does not apply.

Take $\varepsilon=\mu=1-\omega_p^2/\omega^2$ with $\omega_p^2=2.5\,\omega^2$, so that $\varepsilon=\mu=-1.5$. The roots are $\pm(1-\omega_p^2/\omega^2)$. For the upper sign,

$$n_g=\frac{d}{d\omega}\left(\omega-\frac{\omega_p^2}{\omega}\right)=1+\frac{\omega_p^2}{\omega^2}=3.5,$$

and for the lower sign $n_g=-3.5$, an effect before its cause. Hence $n=-1.5$, and (2) gives $H/E=n/\mu=1$, an outward flux.

A time-domain simulation of this medium, started from zero field and driven at $z=0$, shows the phase index $-1.5006$, $\operatorname{Re}(H/E)=0.9993$ and a signal delay corresponding to $n_g\approx3.50$. The small departures from $-1.5$ and $1$ come from the grid ($k_0\Delta z=0.05$): the first is grid dispersion, and the second is $\cos(nk_0\Delta z/2)$, because $H$ is stored half a cell away from $E$. The delay, read at half amplitude, shifts $n_g$ by up to about $0.01$ when the switching time or the run length is changed. The wave crests run towards the source while the signal moves away from it at $c/3.5$.

The proof from decay uses $\operatorname{Im}\varepsilon>0$ and $\operatorname{Im}\mu>0$; it goes through unchanged for $\mu=1$, where $b=0$. The product of principal roots can fail as soon as one imaginary part is negative: with $\varepsilon$ of the example and $\mu=-0.768-0.010i$ it gives the growing root $1.299-0.037i$, while the decaying root $-1.299+0.037i$ is still the one with outward flux. In a medium with gain, growth away from the source can be genuine amplification, and $\operatorname{Im}n>0$ may not be assumed. The numerical check checks the results above numerically, including (5) on random passive pairs of $\varepsilon$ and $\mu$.

## Computed values

```
speed of light c: 137.036 a.u.
electric resonance, strength: 0.01, 0.02 hartree/hbar
magnetic resonance, strength: 0.012, 0.012 hartree/hbar
damping of both: 0.0004 hartree/hbar
working frequency: 0.015 hartree/hbar
photon energy: 0.4082 eV
vacuum wave number k0: 1.0946e-04 1/bohr
eps: -2.1926 +0.1532i
mu: -0.7681 +0.1310i
eps*mu: 1.6640 -0.4049i
phases of eps and mu: 176.00, 170.32 deg
phase of n: 173.16 deg
n, decaying root: -1.2994 +0.1558i
other root: 1.2994 -0.1558i
third candidate |Re n| + i Im n: 1.2994 +0.1558i
square of third candidate: 1.6640 +0.4049i
n followed from high frequency: -1.2994 +0.1558i
Re n from Kramers-Kronig: -1.2994
n from field in thick slab: -1.2994 +0.1558i
n/mu: 1.6775 +0.0832i
intensity decay length: 29319 bohr
intensity decay length: 1.552 micrometre
half-space r, decaying root: -0.2538 -0.0232i
half-space R, decaying root: 0.0649
half-space R, other root: 15.401
R from nonmagnetic formula: 46.637
slab d = 10000 bohr, R and T: 0.1716, 5.749e-01
slab d = 30000 bohr, R and T: 0.1004, 3.080e-01
slab d = 100000 bohr, R and T: 0.0689, 2.882e-02
slab d = 1000000 bohr, R and T: 0.0649, 1.349e-15
both real parts negative, from/to: 0.01201, 0.01696 hartree/hbar
Re n negative, from/to: 0.01114, 0.01876 hartree/hbar
frequency with only eps negative: 0.0175 hartree/hbar
  eps there: -0.9372 +0.0657i
  mu there: 0.1141 +0.0382i
  n there: -0.0424 +0.3336i
lossless medium: wp^2/w^2: 2.50
lossless n, formula: -1.5000
lossless n, time simulation: -1.5006
lossless Re(H/E), time simulation: 0.9993
group index, formula: 3.5000
group index, time simulation: 3.499
```
